**Dudarev's correction as Hartree-Fock minus fully localized double counting**

For an orbitally isotropic on-site interaction, the Hartree-Fock energy minus the fully localized double counting is (U_eff/2) Σ_σ Tr[n^σ(1 − n^σ)]. Here n^σ is the local density matrix of spin σ, and U_eff = U − J combines the Coulomb and exchange parameters. The program asserts this identity for a random complex determinant in Fock space, where both sides give 0.77104 eV, and asserts the potentials by finite differences. It also asserts that isolated-shell levels equal removal and addition energies, and that the average over d-shell determinants with Slater integrals equals the double-counting energy. In a hybridized three-orbital model with U_eff = 4 eV, the gap grows by 3.7306 eV; at zero coupling it grows by 4 eV. The program asserts the bounds on the rise of the empty level and compares the self-consistent total energy with a direct minimization over determinants. The d-shell output also shows the anisotropy that the isotropic model omits: from −0.516 to 0.861 eV for two parallel electrons.

## Verification by program

```python
"""
Result under test: for an orbitally isotropic on-site interaction,
    E(Hartree-Fock) - E(fully localized double counting)
        = (U_eff/2) * sum over spins of Tr[n (1 - n)],   U_eff = U - J,
with potential U_eff (1/2 - n): filled local levels move by -U_eff/2 and
empty ones by +U_eff/2.
Symbols: n = local density matrix of one spin, U = Coulomb parameter,
J = exchange parameter, F0, F2, F4 = Slater integrals. Energies are in eV.
"""
import itertools
import numpy as np
from scipy.linalg import expm, eigh
from scipy.optimize import minimize
from scipy.special import lpmv, factorial

U, J = 5.0, 1.0
U_EFF = U - J
N_LOCAL, N_ORB = 3, 4          # local orbitals; local plus bath, per spin
N_MODES = 2 * N_ORB


def dudarev(n_pair):
    return 0.5 * U_EFF * sum(np.trace(n - n @ n).real for n in n_pair)


def fll(n_up, n_dn):
    total = n_up + n_dn
    return (0.5 * U * total * (total - 1)
            - 0.5 * J * (n_up * (n_up - 1) + n_dn * (n_dn - 1)))


# ---------- Fock space: annihilation operators with fermion signs ----------
def annihilator(mode):
    result = np.eye(1)
    for k in range(N_MODES):
        if k < mode:
            factor = np.diag([1.0, -1.0])
        elif k == mode:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        result = np.kron(result, factor)
    return result


C = [annihilator(k) for k in range(N_MODES)]


def determinant(orbitals_up, orbitals_dn):
    """Fill the columns of both orbital matrices, starting from the vacuum."""
    state = np.zeros(2 ** N_MODES, dtype=complex)
    state[0] = 1.0
    for spin, orbitals in enumerate((orbitals_up, orbitals_dn)):
        for column in orbitals.T:
            state = sum(column[p] * (C[spin * N_ORB + p].T @ state)
                        for p in range(N_ORB))
    return state


def interaction_energy(state):
    """Expectation value of the two-body operator, as sums of squared norms."""
    energy = 0.0
    for s1, m1 in itertools.product(range(2), range(N_LOCAL)):
        once = C[s1 * N_ORB + m1] @ state
        for s2, m2 in itertools.product(range(2), range(N_LOCAL)):
            twice = C[s2 * N_ORB + m2] @ once
            strength = U - J if s1 == s2 else U
            energy += 0.5 * strength * np.vdot(twice, twice).real
    return energy


def local_matrices(state):
    matrices = []
    for spin in range(2):
        removed = [C[spin * N_ORB + m] @ state for m in range(N_LOCAL)]
        matrices.append(np.array([[np.vdot(removed[b], removed[a])
                                   for b in range(N_LOCAL)]
                                  for a in range(N_LOCAL)]))
    return matrices


def hf_potential(n_pair, spin):
    same, other = n_pair[spin], n_pair[1 - spin]
    return ((U * np.trace(other) + U_EFF * np.trace(same)) * np.eye(len(same))
            - U_EFF * same)


rng = np.random.default_rng(7)


def random_complex():
    return rng.normal(size=(N_ORB, N_ORB)) + 1j * rng.normal(size=(N_ORB, N_ORB))


q_up = np.linalg.qr(random_complex())[0][:, :2]
q_dn = np.linalg.qr(random_complex())[0][:, :2]
psi = determinant(q_up, q_dn)
assert abs(np.vdot(psi, psi) - 1) < 1e-12
n_pair = local_matrices(psi)
number = [np.trace(n).real for n in n_pair]
purity = [np.trace(n @ n).real for n in n_pair]
e_hf = interaction_energy(psi)
e_fll = fll(*number)
e_dud = dudarev(n_pair)
assert e_dud > 0.01                       # the local matrix is really fractional
assert abs(e_hf - e_fll - e_dud) < 1e-10

# ---------- potentials from small rotations of the occupied orbitals ----------
generators = []
for _ in range(2):
    raw = random_complex()
    generators.append(raw - raw.conj().T)
step = 1e-4
sides = []
for sign in (1, -1):
    moved = determinant(expm(sign * step * generators[0]) @ q_up,
                        expm(sign * step * generators[1]) @ q_dn)
    matrices = local_matrices(moved)
    e_int = interaction_energy(moved)
    e_dc = fll(*[np.trace(n).real for n in matrices])
    sides.append((matrices, e_int, e_dc))
dn = [(sides[0][0][s] - sides[1][0][s]) / (2 * step) for s in range(2)]
slope_hf = (sides[0][1] - sides[1][1]) / (2 * step)
slope_dc = (sides[0][2] - sides[1][2]) / (2 * step)
unit = np.eye(N_LOCAL)
pred_hf = sum(np.trace(hf_potential(n_pair, s) @ dn[s]).real for s in range(2))
pred_dc = sum((U * number[1 - s] + U_EFF * (number[s] - 0.5))
              * np.trace(dn[s]).real for s in range(2))
pred_u = sum(np.trace(U_EFF * (0.5 * unit - n_pair[s]) @ dn[s]).real
             for s in range(2))
# tolerance: central differences leave an error of order step squared
assert abs(slope_hf - pred_hf) < 1e-5
assert abs(slope_dc - pred_dc) < 1e-5
assert abs(slope_hf - slope_dc - pred_u) < 1e-5
assert abs(pred_u) > 1e-2

# ---------- isolated shell: levels against removal and addition energies ----------
basis = np.eye(N_ORB)


def shell_energy(n_up, n_dn):
    return interaction_energy(determinant(basis[:, :n_up], basis[:, :n_dn]))


removal_up = shell_energy(2, 0) - shell_energy(1, 0)
addition_up = shell_energy(3, 0) - shell_energy(2, 0)
addition_dn = shell_energy(2, 1) - shell_energy(2, 0)
shell_n = local_matrices(determinant(basis[:, :2], basis[:, :0]))
levels_up = np.diag(hf_potential(shell_n, 0)).real
levels_dn = np.diag(hf_potential(shell_n, 1)).real
assert np.allclose(levels_up, [removal_up, removal_up, addition_up])
assert np.allclose(levels_dn, addition_dn)
assert abs(addition_up - removal_up - U_EFF) < 1e-12
assert abs(addition_dn - removal_up - U_EFF - 2 * J) < 1e-12

# ---------- d shell with Slater integrals: average over determinants ----------
F4_OVER_F2 = 0.625
F2 = 14 * J / (1 + F4_OVER_F2)
F4 = F4_OVER_F2 * F2
nodes, weights = np.polynomial.legendre.leggauss(24)


def polar(l, m):
    m = abs(m)     # signs are irrelevant: only squares and diagonals are used
    norm = np.sqrt((2 * l + 1) / 2 * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, nodes)


def angular(k, m1, m2):
    if abs(m1 - m2) > k:
        return 0.0
    return np.sqrt(2 / (2 * k + 1)) * np.sum(
        weights * polar(2, m1) * polar(k, m1 - m2) * polar(2, m2))


ms = range(-2, 3)
direct, exchange = np.zeros((5, 5)), np.zeros((5, 5))
for k, slater in ((0, U), (2, F2), (4, F4)):
    coeff = np.array([[angular(k, a, b) for b in ms] for a in ms])
    direct += slater * np.outer(np.diag(coeff), np.diag(coeff))
    exchange += slater * coeff ** 2

by_number = {}
occupations = [np.array(o) for o in itertools.product((0, 1), repeat=5)]
for up, dn_occ in itertools.product(occupations, repeat=2):
    energy = up @ direct @ dn_occ + 0.5 * sum(
        o @ (direct - exchange) @ o for o in (up, dn_occ))
    by_number.setdefault((int(up.sum()), int(dn_occ.sum())), []).append(energy)
for (a, b), energies in by_number.items():
    assert abs(np.mean(energies) - fll(a, b)) < 1e-9
deviation = np.array(by_number[(2, 0)]) - fll(2, 0)
assert deviation.max() - deviation.min() > 0.1   # anisotropy is not zero

# ---------- self-consistent model: local a, local b, ligand; two electrons ----------
E_A, E_B, E_LIG, HOP = 0.0, 1.0, -4.0, 1.5


def bare_hamiltonian(hop):
    return np.array([[E_A, 0, 0], [0, E_B, hop], [0, hop, E_LIG]], dtype=float)


def solve_model(u_eff, hop):
    n = np.diag([1.0, 0.0])
    for _ in range(500):
        h = bare_hamiltonian(hop)
        h[:2, :2] += u_eff * (0.5 * np.eye(2) - n)
        levels, vectors = eigh(h)
        density = vectors[:, :2] @ vectors[:, :2].T
        change = np.abs(density[:2, :2] - n).max()
        n = density[:2, :2]
        if change < 1e-13:
            break
    assert change < 1e-12
    return levels, n, density


def model_energy(density):
    n = density[:2, :2]
    return (np.trace(bare_hamiltonian(HOP) @ density)
            + 0.5 * U_EFF * np.trace(n - n @ n))


def energy_of_hole(angles):
    theta, phi = angles
    hole = np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)])
    return model_energy(np.eye(3) - np.outer(hole, hole))


lev0, n0, _ = solve_model(0.0, HOP)
lev1, n1, dens1 = solve_model(U_EFF, HOP)
e_model = model_energy(dens1)
e_search = min(minimize(energy_of_hole, start, method="BFGS").fun
               for start in itertools.product((0.3, 1.2, 2.2), (0.2, 1.3, 2.5)))
assert abs(e_model - e_search) < 1e-7     # limited by the numerical gradient
band_sum = lev1[:2].sum()
band_fix = 0.5 * U_EFF * np.trace(n1 @ n1)
assert abs(band_sum + band_fix - e_model) < 1e-10

gap0, gap1 = lev0[2] - lev0[1], lev1[2] - lev1[1]
growth = gap1 - gap0
pure0, pure1 = solve_model(0.0, 0.0)[0], solve_model(U_EFF, 0.0)[0]
pure_gap0, pure_gap1 = pure0[2] - pure0[1], pure1[2] - pure1[1]
assert abs(pure_gap1 - pure_gap0 - U_EFF) < 1e-10
x0, x1 = n0[1, 1], n1[1, 1]
v_b = U_EFF * (0.5 - x1)
rise = lev1[2] - lev0[2]
low, high = (1 - x0) * v_b, (1 - x1) * v_b
assert low < rise < high
assert growth < U_EFF - 0.05
assert abs(lev1[1] - lev0[1] + U_EFF / 2) < 1e-10

# ---------- report ----------
print(f"U = {U:.1f} eV, J = {J:.1f} eV, U_eff = {U_EFF:.1f} eV")
print("Random determinant, 3 local + 1 bath orbital per spin, 2 up + 2 down:")
print(f"  local electrons N_up = {number[0]:.5f}, N_down = {number[1]:.5f}")
print(f"  Tr n^2: up = {purity[0]:.5f}, down = {purity[1]:.5f}")
print(f"  Hartree-Fock energy from Fock space = {e_hf:.5f} eV")
print(f"  FLL double counting = {e_fll:.5f} eV")
print(f"  difference = {e_hf - e_fll:.5f} eV")
print(f"  Dudarev formula = {e_dud:.5f} eV")
print(f"  energy slope under rotation, HF - FLL = {slope_hf - slope_dc:.5f} eV")
print(f"  same slope from U_eff(1/2 - n) = {pred_u:.5f} eV")
half = dudarev([np.array([[0.5]])])
print(f"Cost of one half-filled orbital = {half:.3f} eV")
print("Isolated shell of 3 orbitals, 2 up electrons, 0 down:")
print(f"  removal of up = {removal_up:.2f} eV")
print(f"  addition of up = {addition_up:.2f} eV")
print(f"  addition of down = {addition_dn:.2f} eV")
print(f"  separation up-up = {addition_up - removal_up:.2f} eV")
print(f"  separation up-down = {addition_dn - removal_up:.2f} eV")
print(f"d shell: F0 = {U:.3f}, F2 = {F2:.3f}, F4 = {F4:.3f} eV")
print(f"  chosen ratio F4/F2 = {F4_OVER_F2:.3f}")
print(f"  two up electrons, FLL energy = {fll(2, 0):.3f} eV")
print(f"  mean of {len(deviation)} determinants = {np.mean(by_number[(2, 0)]):.3f} eV")
print(f"  lowest deviation from FLL = {deviation.min():.3f} eV")
print(f"  highest deviation from FLL = {deviation.max():.3f} eV")
print("Hybridized model, one spin channel, 2 electrons:")
print(f"  a = {E_A:.1f}, b = {E_B:.1f}, ligand = {E_LIG:.1f}, coupling = {HOP:.1f} eV")
print("  levels without U_eff (eV):", " ".join(f"{e:.4f}" for e in lev0))
print("  levels with U_eff (eV):", " ".join(f"{e:.4f}" for e in lev1))
print(f"  occupation of a with U_eff = {n1[0, 0]:.5f}")
print(f"  occupation of b: without = {x0:.5f}, with = {x1:.5f}")
print(f"  potential on b = {v_b:.4f} eV")
print(f"  rise of empty level = {rise:.4f} eV")
print(f"  lower and upper bound of rise = {low:.4f}, {high:.4f} eV")
print(f"  gap: without = {gap0:.4f}, with = {gap1:.4f} eV")
print(f"  gap growth = {growth:.4f} eV")
print(f"  zero coupling, gap: without = {pure_gap0:.4f}, with = {pure_gap1:.4f} eV")
print(f"  sum of occupied levels = {band_sum:.4f} eV")
print(f"  correction (U_eff/2) Tr n^2 = {band_fix:.4f} eV")
print(f"  total energy, self-consistent = {e_model:.4f} eV")
print(f"  total energy, direct minimization = {e_search:.4f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
U = 5.0 eV, J = 1.0 eV, U_eff = 4.0 eV
Random determinant, 3 local + 1 bath orbital per spin, 2 up + 2 down:
  local electrons N_up = 1.51107, N_down = 1.16183
  Tr n^2: up = 1.26120, down = 1.02619
  Hartree-Fock energy from Fock space = 11.46970 eV
  FLL double counting = 10.69866 eV
  difference = 0.77104 eV
  Dudarev formula = 0.77104 eV
  energy slope under rotation, HF - FLL = 2.91157 eV
  same slope from U_eff(1/2 - n) = 2.91157 eV
Cost of one half-filled orbital = 0.500 eV
Isolated shell of 3 orbitals, 2 up electrons, 0 down:
  removal of up = 4.00 eV
  addition of up = 8.00 eV
  addition of down = 10.00 eV
  separation up-up = 4.00 eV
  separation up-down = 6.00 eV
d shell: F0 = 5.000, F2 = 8.615, F4 = 5.385 eV
  chosen ratio F4/F2 = 0.625
  two up electrons, FLL energy = 4.000 eV
  mean of 10 determinants = 4.000 eV
  lowest deviation from FLL = -0.516 eV
  highest deviation from FLL = 0.861 eV
Hybridized model, one spin channel, 2 electrons:
  a = 0.0, b = 1.0, ligand = -4.0, coupling = 1.5 eV
  levels without U_eff (eV): -4.4155 0.0000 1.4155
  levels with U_eff (eV): -4.3149 -2.0000 3.1461
  occupation of a with U_eff = 1.00000
  occupation of b: without = 0.07125, with = 0.04220
  potential on b = 1.8312 eV
  rise of empty level = 1.7306 eV
  lower and upper bound of rise = 1.7007, 1.7539 eV
  gap: without = 1.4155, with = 5.1461 eV
  gap growth = 3.7306 eV
  zero coupling, gap: without = 1.0000, with = 5.0000 eV
  sum of occupied levels = -6.3149 eV
  correction (U_eff/2) Tr n^2 = 2.0036 eV
  total energy, self-consistent = -4.3113 eV
  total energy, direct minimization = -4.3113 eV
ALL CHECKS PASSED
```
